# Choosing the surface Green function of a semi-infinite chain

## Problem

A magnetic electrode is modelled, one spin channel at a time, by a semi-infinite chain. Its sites are $n=1,2,3,\dots$ with spacing $a$; site 1 is the surface and $n$ grows into the electrode. Each site carries one orbital of energy $\varepsilon$, and the orbitals are orthonormal. Neighbours are coupled by a real hopping $V\neq0$ of either sign. Electrons do not interact, except through the spin dependence of $\varepsilon$.

Write $x=E-\varepsilon$ and $z=x+i\eta$ with $\eta>0$. Let $G_{n1}$ be the first column of $(E+i\eta-H)^{-1}$ and $g=G_{11}$. States evolve in time as $e^{-iEt/\hbar}$, and the retarded function is the limit $\eta\to0^+$.

1. Find an equation for $g$, and express the whole column through $g$.
2. Decide which solution is the retarded one, inside and outside the band.
3. Show in which direction the selected wave carries an electron, and find its speed.
4. Write one formula that makes the choice automatically for complex $z$.
5. Take $V=-0.5$ eV and $a=0.3$ nm, with the majority band centre at $-0.4$ eV and the minority band centre at $+1.6$ eV from the Fermi level. Evaluate both channels at the Fermi level.
6. Find what a small but finite $\eta$ does, in the band and at its edge.

## Hints

- For part 1, remove site 1. What remains is the same chain.
- For part 2, do not set $\eta=0$ too early. Ask which solution can be normalized while $\eta$ is still positive.
- For part 3, use the group velocity. The sign of the phase advance from site to site is a different thing.
- For part 4, look at the phase of each factor of $z^2-4V^2$ separately.
- For part 6, expand the modulus of the ratio $G_{n+1,1}/G_{n1}$ about one. At the edge this expansion fails, so return to the square root.

## Solution

### 1. The equation and the column

With energies measured from $\varepsilon$, the first column of $(z-H)G=1$ reads

$$zG_{11}-VG_{21}=1,$$
$$zG_{n1}-VG_{n-1,1}-VG_{n+1,1}=0\qquad(n\ge2).$$

On sites $2,3,\dots$ the second line is the equation of a chain starting at site 2, driven at its first site by a source $VG_{11}$. That chain is identical to the original, so its response is the original column moved by one site:

$$G_{n1}=G_{n-1,1}\,V G_{11}=Vg\,G_{n-1,1}.$$

Define $\lambda=Vg$. Repeating the relation gives

$$G_{n1}=g\,\lambda^{n-1}.$$

In particular $G_{21}=Vg^2$. The surface row becomes $zg-V^2g^2=1$, or

$$g=\frac{1}{z-V^2g},\qquad V^2g^2-zg+1=0. \tag{1}$$

The first form shows that $g\neq0$. Dividing the quadratic by $Vg$ gives

$$\lambda+\frac1\lambda=\frac zV. \tag{2}$$

If $\lambda$ solves (2), so does $1/\lambda$: the two roots have product one. The algebra by itself has no preference between them.

### 2. The choice of root

For $\eta>0$ the energy is not real. Since $H$ is Hermitian and bounded, $z-H$ has a bounded inverse, and each column of that inverse has finite norm:

$$\sum_{n\ge1}|G_{n1}|^2=|g|^2\sum_{n\ge1}|\lambda|^{2n-2}<\infty .$$

Because $g\neq0$, this requires $|\lambda|<1$.

One root meets this condition. If a root had modulus one, $\lambda=e^{i\theta}$, then (2) would give $z/V=2\cos\theta$, a real number, which contradicts $\eta>0$. So neither root lies on the unit circle, and since their product is one, one is inside and the other outside. The choice is settled before the limit is taken.

**Inside the band, $|x|<2|V|$.** Put $\lambda=re^{i\theta}$ with $r<1$. Then

$$\lambda+\frac1\lambda=\left(r+\frac1r\right)\cos\theta+i\left(r-\frac1r\right)\sin\theta .$$

The imaginary part of (2), multiplied by $V$, is

$$V\sin\theta\left(r-\frac1r\right)=\eta>0. \tag{3}$$

The bracket is negative, so $V\sin\theta<0$. Then

$$\mathrm{Im}\,g=\frac{r\sin\theta}{V}=\frac{r\,V\sin\theta}{V^2}<0 .$$

At $\eta=0$ the quadratic has the solutions $[x\pm i\sqrt{4V^2-x^2}]/(2V^2)$. Their imaginary parts are non-zero and of opposite sign, so the limit of the selected root is

$$g=\frac{x-i\sqrt{4V^2-x^2}}{2V^2},\qquad |x|<2|V|. \tag{4}$$

Here $|\lambda|^2=V^2|g|^2=[x^2+4V^2-x^2]/(4V^2)=1$: the wave has constant amplitude.

**Outside the band, $|x|>2|V|$.** Both limiting roots are real and neither has modulus one, since $\lambda=\pm1$ would need $|x|=2|V|$. The limit of a root inside the unit circle is therefore still inside. From $g=[x\pm\sqrt{x^2-4V^2}]/(2V^2)$ we need the smaller modulus, so the square root must oppose $x$:

$$g=\frac{x-\mathrm{sgn}(x)\sqrt{x^2-4V^2}}{2V^2},\qquad |x|>2|V|. \tag{5}$$

Far from the band, $\sqrt{x^2-4V^2}\approx|x|(1-2V^2/x^2)$, and (5) gives $g\approx1/x$, the response of an isolated site. The rejected root would grow as $x/V^2$.

**At an edge, $|x|=2|V|$,** the roots merge and $g=\mathrm{sgn}(x)/|V|$. There is nothing left to choose.

### 3. Direction and speed

In the band, $\lambda=e^{i\theta}$ and (2) gives $E=\varepsilon+2V\cos\theta$ with wave number $k=\theta/a$. A packet of such waves moves with the group velocity

$$v=\frac1\hbar\frac{dE}{dk}=\frac a\hbar\frac{dE}{d\theta}=-\frac{2aV\sin\theta}{\hbar}. \tag{6}$$

Since $V\sin\theta<0$, $v$ is positive: the electron moves away from the surface, into the electrode. With $\sin\theta=V\,\mathrm{Im}\,g$,

$$v=\frac{a\Gamma}{\hbar},\qquad \Gamma=-2V^2\,\mathrm{Im}\,g=\sqrt{4V^2-x^2}. \tag{7}$$

If a device site is attached to the surface by the same hopping $V$, the electrode adds a self-energy $\Sigma=V^2g$ to it, and $\Gamma=-2\,\mathrm{Im}\,\Sigma$ is called the broadening. With the full hopping $V$ this is not the width of the spectral line, because $\Sigma$ varies strongly across it: a site at the band centre simply extends the chain, and its line is the semicircle $\sqrt{4V^2-x^2}/(2\pi V^2)$, of full width $2\sqrt3\,|V|$ at half maximum, while $\Gamma=2|V|$ there. For a weaker coupling $t$ the self-energy is $t^2g$ and the broadening is $(t/V)^2\Gamma$. That quantity approximates the line width when $|t|\ll|V|$ and the level is away from the band edges, while the speed in (7) still involves $\Gamma$ itself. The rejected root would make $\Gamma$ negative, so that the contact fed probability into the device instead of draining it. It would also make the surface density of states, $-\mathrm{Im}\,g/\pi$, negative.

The sign of $\theta$ does not tell the direction of travel. For $V<0$ the outgoing wave has $0<\theta<\pi$; for $V>0$ it has $-\pi<\theta<0$. The sign of $\mathrm{Im}\,g$ is the same in both cases.

This was tested by motion in time. Gaussian packets with a position spread of 40 sites were given the phase advance of each root at $x=0.4$ eV, on a chain of 1000 sites, and followed for the time in which (7) predicts 250 sites. For $V=-0.5$ eV and for $V=+0.5$ eV alike, the chosen root moved by $+249.98$ sites and the rejected one by $-249.98$. The missing 0.02 follows from the packet width. Its spread in $\theta$ is $\sigma=1/(2\times40)=0.0125$, and averaging $\sin\theta$ over it multiplies the speed by $e^{-\sigma^2/2}\approx1-7.8\times10^{-5}$, which is 0.02 site in 250.

### 4. One formula for all energies

Define, with principal square roots,

$$s=\sqrt{z-2|V|}\,\sqrt{z+2|V|} .$$

As $\eta\to0^+$, a factor with negative real argument becomes $+i$ times a positive root. Hence:

- above the band, $s=\sqrt{x^2-4V^2}$;
- in the band, one factor is imaginary and $s=i\sqrt{4V^2-x^2}$;
- below the band, both are imaginary and $s=i^2\sqrt{x^2-4V^2}=-\sqrt{x^2-4V^2}$.

These are the signs needed in (4) and (5), so $g=(z-s)/(2V^2)$. Since $(z-s)(z+s)=z^2-(z^2-4V^2)=4V^2$, this equals

$$g=\frac{2}{z+s}. \tag{8}$$

The second form avoids subtracting nearly equal numbers when $|z|$ is large. It holds for finite $\eta>0$ too: $s$ is continuous in the upper half plane, and by part 2 no root can cross the unit circle there, so a choice that is right at one point is right at all.

The shorter expression $\sqrt{z^2-4V^2}$ fails for $x<0$. Its argument has imaginary part $2x\eta$, which is then negative, so the principal root tends to $-i\sqrt{4V^2-x^2}$ in the band and to $+\sqrt{x^2-4V^2}$ below it. Both are the wrong sign. With $|V|=0.5$ eV and $\eta=10^{-6}$ eV, a test at four energies found it wrong at $x=-1.6$ and $-0.7$ eV and right at $0.4$ and $1.3$ eV.

Formula (8) was also compared with direct linear solutions for chains of 3000 sites at these four energies, for both signs of $V$ and $\eta=0.02$ eV. The first eight elements of the column agreed within $2\times10^{-15}$ eV$^{-1}$. Solutions for 20000 sites at $\eta=0.004$ and $0.002$ eV, extrapolated linearly to $\eta=0$, agreed with (4) and (5) within $2.2\times10^{-5}$ eV$^{-1}$.

### 5. The two spin channels

Here $2|V|=1$ eV and $2V^2=0.5$ eV$^2$. The Fermi level is the zero of energy.

**Majority.** $x=0-(-0.4)=0.4$ eV lies in the band. The root is $\sqrt{1-0.16}=0.9165$ eV, so

$$g=\frac{0.4-0.9165i}{0.5}=0.800-1.833i\ \text{eV}^{-1},$$
$$\lambda=-0.5\,g=-0.400+0.9165i .$$

The modulus is one and the phase advance is 1.98 rad per site. The broadening is $\Gamma=0.5\times1.833=0.9165$ eV, and the speed is

$$v=\frac{(0.3\times10^{-9}\ \text{m})(0.9165\ \text{eV})}{\hbar}=4.18\times10^5\ \text{m/s}.$$

The surface density of states is $1.833/\pi=0.583$ eV$^{-1}$ for this spin.

**Minority.** $x=0-1.6=-1.6$ eV lies below the band. The root is $\sqrt{2.56-1}=1.249$ eV. As $x$ is negative, it is added:

$$g=\frac{-1.6+1.249}{0.5}=-0.702\ \text{eV}^{-1},\qquad \lambda=0.351 .$$

The rejected root has $g=-5.698$ eV$^{-1}$ and $\lambda=2.849$, a wave nearly tripling at each site. The accepted amplitude falls by a factor $e$ over

$$\ell=\frac{a}{\ln(1/\lambda)}=\frac{0.3\ \text{nm}}{1.047}=0.287\ \text{nm},$$

about one site spacing; the probability falls twice as fast. Since $g$ is real, $\Gamma=0$: at this energy the minority channel contributes a level shift to an attached site but no broadening. An electron placed on that site at one instant also contains other energies, and the part inside the band can still escape.

The minority value can be checked without choosing a root. The normalized standing waves of the chain are $\sqrt{2/\pi}\,\sin n\theta$ with $0<\theta<\pi$, so

$$g=\frac2\pi\int_0^\pi\frac{\sin^2\theta}{x-2V\cos\theta}\,d\theta .$$

Outside the band the denominator never vanishes, and numerical integration gives $-0.7020$ eV$^{-1}$.

**Beside a real electrode.** The numbers are illustrative and describe no particular material. One strong assumption is the single chain. A crystal also has hopping across the chains, and Variation 2 shows that in this model a transverse hopping of 0.15 eV already closes the 0.6 eV between the Fermi level and the minority band. With equal hopping of 0.5 eV in all directions there would be no minority gap, so the chain can stand only for a selected transverse channel. Temperature breaks the separation of the spins. A moment tilted by an angle $\alpha$ gives its majority electron a weight $\sin^2(\alpha/2)=(1-\cos\alpha)/2$ of opposite spin along the mean axis. For rigid moments that the electron spin follows, and an assumed magnetization of 0.8 of its low-temperature value at 300 K, the mean weight is $(1-0.8)/2=0.10$. Thermal excitation to the minority edge is far weaker: its Boltzmann factor is about $8\times10^{-11}$ at $kT=0.02585$ eV. Spin–orbit coupling is left out and not estimated.

### 6. Finite $\eta$

**In the band.** Put $r=1-\delta$ with small $\delta$, so that $r-1/r\approx-2\delta$. Equation (3) becomes $-2\delta V\sin\theta=\eta$. Since $\Gamma=-2V\sin\theta$,

$$\delta=\frac\eta\Gamma,\qquad |\lambda|\approx e^{-\eta/\Gamma}. \tag{9}$$

This holds for $\eta$ small compared with the distance to the nearest band edge.

A finite $\eta$ can represent scattering out of the channel. Amplitudes then decay as $e^{-\eta t/\hbar}$ and probabilities as $e^{-2\eta t/\hbar}$, so a lifetime $\tau$ corresponds to $\eta=\hbar/(2\tau)$. An assumed $\tau=10$ fs gives $\eta=0.0329$ eV and, in the majority channel, $|\lambda|=e^{-0.0329/0.9165}=0.965$. The mean free path is $v\tau=4.2$ nm, or about 14 sites. An electrode layer much thinner than this is nearly ballistic in the model; in a much thicker one the undamped wave of part 5 is no longer adequate.

**Solving (1) by repetition.** Start from $g_0=1/x$ and iterate $g_{j+1}=1/(x-V^2g_j)$. Each step adds one site to a finite chain. Near a solution, an error is multiplied by

$$\frac{d}{dg}\frac{1}{x-V^2g}=\frac{V^2}{(x-V^2g)^2}=V^2g^2=\lambda^2 .$$

Outside the band the decaying root attracts and the growing one repels. For the minority channel $\lambda^2=0.1232$, and the measured ratio of successive errors is the same. In the band with $\eta=0$ the factor has modulus one, and real starting values stay real, so the complex $g$ is never reached: a finite chain reflects the wave from its far end. A positive $\eta$ cures this by damping the reflected wave, at the price of about $\Gamma/(2\eta)$ steps for each factor $e$ in accuracy.

**At the upper edge.** Put $z=2|V|+i\eta$. Then $z^2-4V^2=4i|V|\eta-\eta^2$, and to leading order $s=2\sqrt{i|V|\eta}$. From $g=(z-s)/(2V^2)$,

$$g\approx\frac1{|V|}-\frac1{|V|}\sqrt{\frac{i\eta}{|V|}} . \tag{10}$$

The term $i\eta/(2V^2)$ is of higher order and has been dropped. For $\eta=10^{-4}$ eV the correction in (10) has modulus 0.0283 eV$^{-1}$; a finite-chain solution gives 0.0281, which is 1.4 % of the edge value $1/|V|=2$ eV$^{-1}$. At the majority energy, where $g$ is smooth, the same $\eta$ changes $g$ by 0.0002 eV$^{-1}$. An $\eta$ that is harmless inside the band may therefore be too large at its edge.

## Variation 1: a shifted surface site

*The energy of site 1 alone is raised by $U$. Find the new surface function and the condition for a surface state.*

The chain beyond site 1 is unchanged, so it still contributes $V^2g$:

$$g_s=\frac{1}{z-U-V^2g}=\frac{1}{1/g-U},$$

where (1) was used in the form $z-V^2g=1/g$. The column is now $g_s\lambda^{n-1}$ with the old $\lambda$: the surface changes the amplitude of the wave but not the choice of root.

For $U=0.2$ eV the minority value becomes $1/(-1.4245-0.2)=-0.616$ eV$^{-1}$, 12 % smaller in modulus than before. The majority value becomes $-2.182i$ eV$^{-1}$, which raises its surface density of states by 19 %. Its real part vanishes because (4) gives $\mathrm{Re}(1/g)=x/2=0.2$ eV, equal to the chosen $U$.

A surface state is a pole of $g_s$ outside the band, where $1/g=U$. There $\lambda=V/U$, and $|\lambda|<1$ requires

$$|U|>|V|,\qquad x=V\left(\lambda+\frac1\lambda\right)=U+\frac{V^2}{U}.$$

For $|U|<|V|$ the rejected root would produce a pole at this same energy, with an amplitude growing into the electrode: a false surface state. Diagonalizing a chain of 400 sites with $|V|=0.5$ eV confirms the threshold on the lower side: there is no level below the band for $U=-0.4$ eV, and there is one for $U=-0.6$ eV.

To bring a minority surface state to the Fermi level, $U=1/g=-1.42$ eV is needed. That is seven times the shift assumed above in size, and of opposite sign.

## Variation 2: coupled parallel chains

*Identical chains form a square array. Sites with equal $n$ on neighbouring chains are coupled by $V_\perp$. Find how the two channels change.*

The array is periodic across the chains, so the transverse phases $q_1,q_2$ are conserved. Each pair defines an independent chain with the same $V$ and a shifted site energy:

$$\varepsilon\to\varepsilon+S,\qquad S=2V_\perp(\cos q_1+\cos q_2),\qquad |S|\le4|V_\perp| .$$

Within each channel the formulas of parts 1 to 6 hold with $x$ replaced by $x-S$, and (7) gives the velocity component along the chains. Variation 1 carries over only if $U$ is applied to the whole surface layer, because a shift of a single site mixes the transverse phases. The surface function of one site in the array is the average of $g(x-S)$ over $q_1$ and $q_2$.

For $V_\perp=0.05$ eV, $S$ runs from $-0.20$ to $+0.20$ eV. At these two ends:

- the majority $x-S$ is 0.6 and 0.2 eV, and $\Gamma$ is 0.800 and 0.980 eV;
- the minority $x-S$ is $-1.4$ and $-1.8$ eV, $\lambda$ is 0.420 and 0.303, and the decay length is 0.35 and 0.25 nm.

The slowest minority decay belongs to the channel whose band edge lies nearest the Fermi level. The distance to the lowest minority edge falls from 0.60 eV to $0.60-4|V_\perp|=0.40$ eV, and vanishes at $|V_\perp|=0.15$ eV. Beyond that, some minority channels are inside their band and need root (4) while others still need (5). The choice has to be made separately for each transverse channel, and formula (8) makes it. The numerical output follows.

## Values computed for the example and the checks

```
hopping V: -0.50 eV
site spacing a: 0.30 nm
majority band centre from Fermi level: -0.40 eV
minority band centre from Fermi level: 1.60 eV
majority x: 0.40 eV
minority x: -1.60 eV
band half-width 2|V|: 1.00 eV
majority g: 0.8000-1.8330j 1/eV
majority lambda: -0.4000+0.9165j
majority |lambda|: 1.0000
majority phase per site: 1.9823 rad
majority rejected g: 0.8000+1.8330j 1/eV
majority Gamma: 0.9165 eV
majority group velocity: 4.177e+05 m/s
majority surface density of states: 0.5835 1/eV
minority g: -0.7020 1/eV
minority lambda: 0.3510
minority rejected g: -5.6980 1/eV
minority rejected lambda: 2.8490
minority amplitude decay length: 0.2865 nm
minority g from spectral integral: -0.7020 1/eV
largest error, finite chain at eta 0.02 eV: 2.0e-15 1/eV
largest error, extrapolated to eta 0: 2.2e-05 1/eV
surface weight below majority x, formula: 0.7477
surface weight below x, chain with V > 0: 0.7475
packet shift, V = -0.5 eV, chosen root: 249.98 sites
packet shift, V = -0.5 eV, rejected root: -249.98 sites
packet shift, V = +0.5 eV, chosen root: 249.98 sites
packet shift, V = +0.5 eV, rejected root: -249.98 sites
iteration error factor outside band: 0.12320
minority lambda squared: 0.12320
test eta for edge comparison: 1.0e-04 eV
size of error in g at upper edge: 0.02814 1/eV
edge error from square-root law: 0.02828 1/eV
size of error in g at majority x: 0.00022 1/eV
assumed scattering time: 10.0 fs
eta from scattering time: 0.0329 eV
majority |lambda| with scattering: 0.9647
majority mean free path: 4.18 nm
assumed surface potential shift: 0.20 eV
majority g with surface shift: -0.0000-2.1822j 1/eV
minority g with surface shift: -0.6156 1/eV
shift for minority surface state at E_F: -1.4245 eV
assumed transverse hopping: 0.05 eV
transverse shift range: -0.20 to 0.20 eV
majority Gamma at range ends: 0.8000, 0.9798 eV
minority lambda at range ends: 0.4202, 0.3033
minority gap above E_F, single chain: 0.60 eV
minority gap with transverse hopping: 0.40 eV
transverse hopping that closes gap: 0.150 eV
assumed magnetization ratio at 300 K: 0.80
opposite-spin weight from tilted moments: 0.100
thermal energy kT at 300 K: 0.02585 eV
Boltzmann factor at minority band edge: 8.3e-11
```
